# Why tunnelling through a lattice insulator can oscillate with thickness: verification in Python

```python
# RESULT UNDER TEST: below the band edge of a lattice insulator with minima at
# +k0 and -k0, two evanescent states share one decay constant kappa and have
# real wavevectors +q and -q (both per layer). Their interference gives
#   T ~ exp(-2 kappa (N+1)) * cos^2((N+1) q + beta),
#   beta = arctan(cot(q) tanh(kappa)),  N = number of layers.
# Symbols: T1, T2 = first and second neighbour hopping (eV); C0 = cos(k0 d);
# d = layer spacing (nm); DEPTH = energy below the band edge (eV), edge at zero;
# GAMMA = contact broadening (eV); g = Green function of the isolated film.
# Silicon inputs are rough typical values; contact parameters are round numbers.
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq, minimize_scalar

HB2 = sc.hbar**2 / (sc.m_e * sc.e) * 1e18      # hbar^2/m0 in eV nm^2
A_LAT, FRAC, M_L, M_T, EPS = 0.54, 0.85, 0.92, 0.19, 12.0
D = A_LAT / 4
K0 = FRAC * np.pi / 2                          # valley position times d
C0 = np.cos(K0)
T2 = HB2 / (8 * M_L * D**2 * np.sin(K0)**2)
T1 = -4 * T2 * C0
DEPTH = 0.05
T_LEAD, T_CONTACT = 2.0, 1.0
GAMMA = 2 * T_CONTACT**2 / T_LEAD


def wavevector(depth, c0=C0):
    s2 = depth / (4 * T2)
    b = 1 + c0**2 + s2
    kap = np.arccosh(np.sqrt((b + np.sqrt(b * b - 4 * c0**2)) / 2))
    return np.arccos(c0 / np.cosh(kap)), kap


def film(n, c0=C0, end=-T2, phase=0.0):
    """Hamiltonian written out hopping by hopping."""
    h = np.zeros((n, n), dtype=complex)
    for i in range(n):
        h[i, i] = 2 * T2 + 4 * T2 * c0**2
        if i + 1 < n:
            h[i, i + 1] = h[i + 1, i] = -4 * T2 * c0
        if i + 2 < n:
            h[i, i + 2] = T2 * np.exp(1j * phase)
            h[i + 2, i] = T2 * np.exp(-1j * phase)
    h[0, 0] += end
    h[-1, -1] += end
    return h


def scatter(h, energy, centre):
    """Match incoming, reflected and transmitted lead waves to the film."""
    n = len(h)
    k = np.arccos(-(energy - centre) / (2 * T_LEAD))
    m = np.zeros((n + 2, n + 2), dtype=complex)
    rhs = np.zeros(n + 2, dtype=complex)
    m[:n, :n] = energy * np.eye(n) - h
    m[0, n] = T_CONTACT
    rhs[0] = -T_CONTACT
    m[n - 1, n + 1] = T_CONTACT
    m[n, n], m[n, 0] = -T_LEAD * np.exp(-1j * k), T_CONTACT
    rhs[n] = T_LEAD * np.exp(1j * k)
    m[n + 1, n + 1] = -T_LEAD * np.exp(-1j * k)
    m[n + 1, n - 1] = T_CONTACT
    x = np.linalg.solve(m, rhs)
    return x[n + 1], x[n]                      # transmitted, reflected


def closed_green(n, depth=DEPTH):
    q, kap = wavevector(depth)
    th = q - 1j * kap
    pre = 1 / (2 * T2 * np.sqrt(depth / (4 * T2)))
    den = np.sin((n + 1) * th)
    return pre * (np.sin(th) / den).imag, pre * (np.sin(n * th) / den).imag


def closed_t(n, depth=DEPTH):
    g1n, g11 = closed_green(n, depth)
    den = (1 + 0.5j * GAMMA * g11)**2 + GAMMA**2 * g1n**2 / 4
    return GAMMA**2 * g1n**2 / abs(den)**2


def dip(t_of_n, n=19):
    return t_of_n(n) / np.sqrt(t_of_n(n - 1) * t_of_n(n + 1))


# Band minimum and mass, from the dispersion itself
def band(x):
    return 2*T2 + 4*T2*C0**2 + 2*T1*np.cos(x) + 2*T2*np.cos(2*x)


low = minimize_scalar(band, bounds=(0.5, 2.5), method="bounded",
                      options={"xatol": 1e-10})
assert abs(low.x - K0) < 1e-5 and abs(low.fun) < 1e-9
step = 1e-3
curv = (band(K0 + step) - 2 * band(K0) + band(K0 - step)) / step**2
mass_fd = HB2 / (curv * D**2)
assert abs(mass_fd / M_L - 1) < 1e-4

# Evanescent wavevectors, from the roots of the lattice equation
Q, KAP = wavevector(DEPTH)
poly = [T2, T1, 2 * T2 + 4 * T2 * C0**2 + DEPTH, T1, T2]
roots = np.roots(poly)
inside = roots[abs(roots) < 1]
assert len(inside) == 2
assert np.allclose(-np.log(abs(inside)), KAP, atol=1e-9)
assert np.allclose(np.sort(np.angle(inside)), [-Q, Q], atol=1e-9)

# Film Green function and transmission, from inversion and wave matching
for n in range(2, 41):
    g = np.linalg.inv(-DEPTH * np.eye(n) - film(n))
    g1n, g11 = closed_green(n)
    assert abs(g[0, -1] - g1n) < 1e-9 and abs(g[0, 0] - g11) < 1e-9
    t, r = scatter(film(n), -DEPTH, -DEPTH)
    assert abs(abs(t)**2 + abs(r)**2 - 1) < 1e-10
    assert abs(abs(t)**2 - closed_t(n)) < 1e-10

# Thick-film law
BETA = np.arctan(np.tanh(KAP) / np.tan(Q))
s_work = np.sqrt(DEPTH / (4 * T2))
g_amp = abs(np.sin(Q - 1j * KAP)) / (T2 * s_work)
g_end = -np.exp(-KAP) / (2 * T2 * np.sinh(KAP))
T_ENV = GAMMA**2 * g_amp**2 / (1 + GAMMA**2 * g_end**2 / 4)**2


def envelope(n):
    return T_ENV * np.exp(-2 * KAP * (n + 1))


def fringe(n):
    return np.cos((n + 1) * Q + BETA)**2


def direct_t(n):
    return abs(scatter(film(n), -DEPTH, -DEPTH)[0])**2


assert all(abs(direct_t(n)/envelope(n) - fringe(n)) < 0.05 for n in range(20, 40))
assert all(abs(direct_t(n)/envelope(n) - fringe(n)) < 1e-3 for n in range(40, 50))

# Exact transmission zero at an energy inside the gap
N_NODE = 26
node = brentq(lambda x: closed_green(N_NODE, x)[0], 0.02, 0.15, xtol=1e-14)
qn, kn = wavevector(node)
phase_node = ((N_NODE + 1)*qn + np.arctan(np.tanh(kn)/np.tan(qn))) % np.pi
assert abs(phase_node - np.pi / 2) < 5e-3
t_node = abs(scatter(film(N_NODE), -node, -DEPTH)[0])**2
assert t_node < 1e-14


# Other film ends: same q and kappa, and a fixed phase of the amplitude
def other_ends(n):
    h = film(n, end=0.0)
    h[0, 0] += 0.3
    h[1, 1] += 0.15
    h[-1, -1] += 0.5
    return scatter(h, -DEPTH, -DEPTH)[0]


for n in range(40, 47):
    a, b, c = other_ends(n - 1), other_ends(n), other_ends(n + 1)
    size = abs(a) + abs(b) + abs(c)
    rec = c - 2 * np.exp(-KAP) * np.cos(Q) * b + np.exp(-2 * KAP) * a
    assert abs(rec) / size < 1e-3
    assert abs((b * np.conj(a)).imag) / size**2 < 1e-3

# A second open channel fills the minima
one, two = [], []
for n in range(30, 61):
    scale = np.exp(2 * KAP * (n + 1))
    one.append(direct_t(n) * scale)
    m = -DEPTH * np.eye(n) - film(n)
    for i in (0, 1, n - 2, n - 1):
        m[i, i] += 0.5j * GAMMA
    g = np.linalg.inv(m)
    two.append(GAMMA**2 * np.sum(abs(g[:2, -2:])**2) * scale)
fill_one, fill_two = min(one) / max(one), min(two) / max(two)
assert fill_two > 5 * fill_one

# Single-minimum band: smooth decay near its edge, oscillation deeper down
C_ONE = 1.2
edge_one = 4 * T2 * (1 - C_ONE)**2
e_near, e_deep = edge_one - 0.05, edge_one - 0.30
near = [abs(scatter(film(n, C_ONE), e_near, e_near)[0])**2 for n in range(8, 31)]
assert np.all(np.diff(near) < 0)
deep = [np.linalg.inv(e_deep*np.eye(n) - film(n, C_ONE))[0, -1].real
        for n in range(3, 26)]
flips = int(np.sum(np.diff(np.sign(deep)) != 0))
assert flips >= 2
q_deep = wavevector(-e_deep, C_ONE)[0]


# Broken time reversal: unequal decay constants and fading contrast
def contrast_ratio(phase):
    p = np.array(poly, dtype=complex)
    p[0] *= np.exp(1j * phase)
    p[-1] *= np.exp(-1j * phase)
    z = np.roots(p)
    decay = np.sort(-np.log(abs(z[abs(z) < 1])))
    spread = []
    for start in (40, 80):
        vals = []
        for n in range(start, start + 14):
            rhs = np.zeros(n, dtype=complex)
            rhs[-1] = 1
            m = -DEPTH * np.eye(n) - film(n, phase=phase)
            vals.append(abs(np.linalg.solve(m, rhs)[0]) * np.exp(decay[0] * n))
        spread.append(np.std(vals) / np.mean(vals))
    return spread[1] / spread[0], decay


kept, _ = contrast_ratio(0.0)
faded, decays = contrast_ratio(0.03)
faded_law = np.exp(-40 * (decays[1] - decays[0]))
assert 0.8 < kept < 1.25
assert abs(np.log(faded / faded_law)) < 0.15


# Thermal average of the transmission, including energies above the edge
def thermal(n, temp, points=8001):
    kt = sc.k * temp / sc.e
    e = np.linspace(-DEPTH - 20 * kt, -DEPTH + 20 * kt, points)
    w, v = np.linalg.eigh(film(n).real)
    inv = 1 / (e[:, None] - w)
    g11, g1n = inv @ v[0]**2, inv @ (v[0] * v[-1])
    k = np.arccos(-(e + DEPTH) / (2 * T_LEAD))
    sig = -T_CONTACT**2 * np.exp(1j * k) / T_LEAD
    amp = g1n / ((1 - sig * (g11 + g1n)) * (1 - sig * (g11 - g1n)))
    f = 4 * sig.imag**2 * abs(amp)**2 / (4*kt*np.cosh((e + DEPTH)/(2*kt))**2)
    return np.sum(f) * (e[1] - e[0]), np.sum(f[e > 0]) / np.sum(f)


TEMPS = (4, 77, 300)
heat = {}
for temp in TEMPS:
    for n in (18, 19, 20):
        fine = thermal(n, temp, 16001)[0]
        assert abs(thermal(n, temp)[0] / fine - 1) < 0.01
    heat[temp] = (dip(lambda n: thermal(n, temp)[0]), thermal(20, temp)[1])
assert abs(thermal(20, 4)[0] / closed_t(20) - 1) < 0.02
assert heat[4][1] < heat[77][1] < heat[300][1]

# Sizes of the other neglected effects for the 19-layer film
L = 19 * D
k_long, k_em = KAP / D, np.sqrt(2 * M_L * DEPTH / HB2)
k_trans = np.sqrt(2 * M_T * DEPTH / HB2)
gain_trans = np.exp(2 * (k_long - k_trans) * L)
M_V, GAP, SPAN = 0.2, 1.1, 3.4                # rough valence-branch inputs
below = GAP - DEPTH
k_val = np.sqrt(2 * M_V * below * (1 - below / SPAN) / HB2)
ratio_val = np.exp(-2 * (k_val - k_long) * L)


def rough_t(n):
    return closed_t(n-1)/4 + closed_t(n)/2 + closed_t(n+1)/4


def tilted_t(n):
    h = film(n) + np.diag(np.linspace(0.005, -0.005, n))
    return abs(scatter(h, -DEPTH, -DEPTH)[0])**2


j = np.arange(1, 200001)
image_sum = 0.5 + 0.5 * np.sum(j / (j**2 - 0.25) - 1 / j)
assert abs(image_sum - np.log(2)) < 1e-8
image = sc.e / (4 * np.pi * sc.epsilon_0 * EPS * L * 1e-9) * image_sum
assert 0 < image < DEPTH

print(f"Rough Si inputs: a={A_LAT} nm, k0={FRAC} x 2pi/a, mL={M_L} m0, mT={M_T} m0")
print(f"Layer spacing {D:.4f} nm; k0*d {K0:.4f} rad; C0 {C0:.4f}")
print(f"Hoppings t1 {T1:.4f} eV, t2 {T2:.4f} eV; mass from curvature {mass_fd:.4f} m0")
print(f"Depth below edge {DEPTH:.3f} eV; s {s_work:.4f}")
print(f"Lead hopping {T_LEAD} eV; contact hopping {T_CONTACT} eV; Gamma {GAMMA} eV")
print(f"q {Q:.4f} rad/layer; kappa {KAP:.4f} per layer; beta {BETA:.4f} rad")
print(f"Decay constant {k_long:.4f} 1/nm; effective-mass value {k_em:.4f} 1/nm")
print(f"Oscillation period {np.pi/Q:.3f} layers = {np.pi*D/Q:.4f} nm")
print(f"Odd-even pattern reverses every {np.pi/(np.pi-2*Q):.2f} layers")
print(f"Envelope prefactor T_env {T_ENV:.4f}")
print("N | thickness nm | T exact | T/envelope | cos^2 law")
for n in range(12, 27):
    t = direct_t(n)
    print(f"{n} | {n*D:.3f} | {t:.3e} | {t/envelope(n):.4f} | {fringe(n):.4f}")
print(f"Dip T(19)/sqrt(T(18)T(20)): {dip(direct_t):.4f}")
print(f"Zero for N={N_NODE}: {node:.5f} eV below edge; computed T {t_node:.1e}")
print(f"Min/max without envelope, N=30-60: 1 channel {fill_one:.5f}, 2 {fill_two:.5f}")
print(f"One-minimum band, C0={C_ONE}: 0.05 eV below edge, T falls steadily (N=8-30)")
print(f"  0.30 eV below edge: {flips} sign changes (N=3-25), q {q_deep:.4f} rad/layer")
print(f"Contrast kept over 40 layers with time reversal: {kept:.3f}")
print(f"  hopping phase 0.03 rad: kappas {decays[0]:.4f}, {decays[1]:.4f} per layer")
print(f"  contrast kept {faded:.4f}; decay-difference law {faded_law:.4f}")
print(f"NEGLECTED EFFECTS, 19 layers = {L:.3f} nm")
print(f"Transverse valleys: decay {k_trans:.4f} 1/nm; exponential gain {gain_trans:.1f}")
print(f"Valence inputs (rough): mass {M_V} m0, gap {GAP} eV, two-band span {SPAN} eV")
print(f"Valence branch: decay {k_val:.2f} 1/nm; exponential ratio {ratio_val:.4f}")
for temp in TEMPS:
    print(f"{temp} K: dip {heat[temp][0]:.4f}; N=20 share above edge {heat[temp][1]:.2e}")
print(f"One-layer roughness (weights 1/4,1/2,1/4): dip {dip(rough_t):.4f}")
print(f"10 mV drop: field {0.01/L*10:.4f} MV/cm; dip {dip(tilted_t):.4f}")
print(f"Image lowering at mid-film, metal contacts, eps_r={EPS:.0f}: {image:.4f} eV")
print(f"  dip with barrier uniformly lower by this: "
      f"{dip(lambda n: closed_t(n, DEPTH-image)):.4f}")
print("PASS")
```

Running it gives:

```
Rough Si inputs: a=0.54 nm, k0=0.85 x 2pi/a, mL=0.92 m0, mT=0.19 m0
Layer spacing 0.1350 nm; k0*d 1.3352 rad; C0 0.2334
Hoppings t1 -0.5610 eV, t2 0.6008 eV; mass from curvature 0.9200 m0
Depth below edge 0.050 eV; s 0.1442
Lead hopping 2.0 eV; contact hopping 1.0 eV; Gamma 1.0 eV
q 1.3378 rad/layer; kappa 0.1477 per layer; beta 0.0348 rad
Decay constant 1.0941 1/nm; effective-mass value 1.0988 1/nm
Oscillation period 2.348 layers = 0.3170 nm
Odd-even pattern reverses every 6.74 layers
Envelope prefactor T_env 2.7382
N | thickness nm | T exact | T/envelope | cos^2 law
12 | 1.620 | 1.345e-03 | 0.0229 | 0.0215
13 | 1.755 | 4.390e-02 | 1.0026 | 0.9926
14 | 1.890 | 3.261e-03 | 0.1001 | 0.0984
15 | 2.025 | 1.775e-02 | 0.7320 | 0.7250
16 | 2.160 | 9.088e-03 | 0.5036 | 0.4996
17 | 2.295 | 3.736e-03 | 0.2782 | 0.2756
18 | 2.430 | 9.032e-03 | 0.9036 | 0.9012
19 | 2.565 | 5.630e-05 | 0.0076 | 0.0075
20 | 2.700 | 5.426e-03 | 0.9801 | 0.9787
21 | 2.835 | 5.663e-04 | 0.1375 | 0.1371
22 | 2.970 | 2.056e-03 | 0.6705 | 0.6696
23 | 3.105 | 1.279e-03 | 0.5604 | 0.5599
24 | 3.240 | 3.800e-04 | 0.2237 | 0.2234
25 | 3.375 | 1.181e-03 | 0.9345 | 0.9342
26 | 3.510 | 6.523e-07 | 0.0007 | 0.0007
Dip T(19)/sqrt(T(18)T(20)): 0.0080
Zero for N=26: 0.03492 eV below edge; computed T 5.9e-32
Min/max without envelope, N=30-60: 1 channel 0.00116, 2 0.70056
One-minimum band, C0=1.2: 0.05 eV below edge, T falls steadily (N=8-30)
  0.30 eV below edge: 2 sign changes (N=3-25), q 0.3683 rad/layer
Contrast kept over 40 layers with time reversal: 1.059
  hopping phase 0.03 rad: kappas 0.1211, 0.1703 per layer
  contrast kept 0.1425; decay-difference law 0.1397
NEGLECTED EFFECTS, 19 layers = 2.565 nm
Transverse valleys: decay 0.4993 1/nm; exponential gain 21.1
Valence inputs (rough): mass 0.2 m0, gap 1.1 eV, two-band span 3.4 eV
Valence branch: decay 1.95 1/nm; exponential ratio 0.0123
4 K: dip 0.0080; N=20 share above edge 0.00e+00
77 K: dip 0.0069; N=20 share above edge 7.65e-03
300 K: dip 0.0112; N=20 share above edge 8.39e-01
One-layer roughness (weights 1/4,1/2,1/4): dip 0.9201
10 mV drop: field 0.0390 MV/cm; dip 0.0080
Image lowering at mid-film, metal contacts, eps_r=12: 0.0324 eV
  dip with barrier uniformly lower by this: 0.0018
PASS
```
